# Sharp moisture fronts from irreversible, saturable trapping in a thick film, part 2

Water diffuses from humid air into an initially dry oxide film and is caught by sites that each bind one molecule. How deep does it fill the film, and how sharp is the edge?

At depth $x$ below the surface and time $t$, $c$ is the number of mobile water molecules per volume, including weakly held water that exchanges quickly with them, and $s$ the number of bound ones. The site density is $N$, the constant diffusivity $D$, the capture coefficient $k$. The surface is held at $c=c_0$, and the film is at first taken as very thick. The two original equations are

$$\frac{\partial s}{\partial t}=k\,c\,(N-s),$$

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}-\frac{\partial s}{\partial t}.$$

The filled depth $X=(1/N)\int s\,dx$ obeys

$$X^2=\frac{2Dc_0t}{N}-\frac2N\int_0^\infty xc\,dx-\frac{2B}{N}, \tag{2}$$

where $B\ge0$ measures the departure of the trapped water from a packed layer. Hence

$$X\le x_f,\qquad x_f\equiv\sqrt{\frac{2Dc_0t}{N}} . \tag{3}$$

With instantaneous capture the edge is a step at $X=2\lambda\sqrt{Dt}$, where

$$\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\frac{c_0}{N}. \tag{4}$$

For small $c_0/N$ this falls short of $x_f$ by the fraction $c_0/(6N)$. A simpler flux argument assumed a straight line of mobile water behind the front, $c\simeq c_0(1-x/X)$. The flux $Dc_0/X$ through the filled layer then supplies the front: $N\,dX/dt=Dc_0/X$.

For finite $k$, the accumulated exposure

$$w(x,t)=k\int_0^t c(x,t')\,dt'$$

gives

$$s=N\left(1-e^{-w}\right). \tag{6}$$

The water balance, integrated over time, then becomes a single equation for $w$. It contains a length $\ell$, about how far a mobile molecule diffuses among free sites in its mean time to capture, $1/(kN)$:

$$\frac cN=\ell^2\frac{\partial^2w}{\partial x^2}-\left(1-e^{-w}\right),\qquad \ell=\sqrt{\frac{D}{kN}} . \tag{7}$$

Q: And now you drop the left side because $c_0\ll N$?

A: Yes, to leading order in $c_0/N$. It also requires $t\gg1/(kN)$, so that the first mobile profile has had time to form. What remains is

$$\ell^2\frac{\partial^2w}{\partial x^2}=1-e^{-w}. \tag{8}$$

At the surface $c=c_0$ throughout, so $w(0,t)=kc_0t\equiv\tau$. Deep inside, $w$ and its slope vanish. Time enters through the surface value and nowhere else.

Multiply (8) by $2\,\partial w/\partial x$. Both sides become derivatives, and integration gives

$$\ell^2\left(\frac{\partial w}{\partial x}\right)^2=2\left(w-1+e^{-w}\right). \tag{9}$$

The constant $-1$ makes the right side vanish at $w=0$, as the condition deep inside requires.

Q: Where is the filled depth in this?

A: By (6) and (8), $X=\int(1-e^{-w})\,dx=\ell^2\int(\partial^2w/\partial x^2)\,dx$. The slope is zero deep inside, so $X=-\ell^2\,\partial w/\partial x$ at the surface. Since $w$ decreases with depth, we take the negative root of (9):

$$X=\ell\sqrt{2\left(\tau-1+e^{-\tau}\right)}. \tag{10}$$

For $\tau\ll1$ the expansion $e^{-\tau}=1-\tau+\tau^2/2-\dots$ leaves $\tau^2/2$ in the bracket, so $X\simeq\ell\tau$. After the brief first stage, $t\lesssim1/(kN)$, which (8) leaves out, the trapped amount grows linearly in time. Few sites are full yet, and water reacts in a layer of thickness $\ell$ at the surface.

For $\tau\gg1$ the exponential is negligible. Because $2\ell^2\tau=2Dc_0t/N=x_f^2$,

$$X^2\simeq x_f^2-2\ell^2. \tag{11}$$

The finite capture rate costs a fixed amount in $X^2$, which matters less and less as the front moves in. Comparison with the carried-over identity, its mobile term neglected, shows that $B$ tends to $N\ell^2$. The mobile water costs a further $c_0X^2/(3N)$ or so, which (11) leaves out and which outgrows $2\ell^2$ once the front is deep enough.

Q: You have discarded a term and trusted the rest. Was (10) compared with anything that keeps it?

A: With the finite-difference solution of the two original equations for $c_0/N=0.001$. At $\tau=1$, $10$ and $200$, which run from the early regime to the late one, the filled depths agreed with (10) within $0.5\%$.

Q: I still have no width. Does the edge broaden as $\sqrt t$, as diffusion profiles do?

A: It does not, in this limit. Solve (9) for $dx$ and integrate from the surface, where $w=\tau$, down to a chosen value of $w$:

$$x(w,t)=\ell\int_w^{\tau}\frac{dw'}{\sqrt{2(w'-1+e^{-w'})}} . \tag{12}$$

Take two filling levels. Each has its own value $w=-\ln(1-s/N)$, whatever the time. The distance between them is the integral between those two values, and $\tau$ cancels. The filling profile is carried inward without changing shape. For the distance between 90 % and 10 % filling the limits are $w=-\ln0.9$ and $w=-\ln0.1$, and numerical integration gives $3.45\,\ell$. This distance exists once the surface itself has passed 90 % filling, at $\tau=-\ln0.1$.

Q: What holds it together against diffusion?

A: A molecule that runs ahead finds free sites and is caught. A free site left behind is bathed in mobile water and soon fills. Equation (9) gives the form of both sides.

Far ahead $w$ is small, and $w-1+e^{-w}\simeq w^2/2$, so $\partial w/\partial x=-w/\ell$. The filling, nearly equal to $w$ there, falls as $e^{-x/\ell}$.

Well behind the edge $e^{-w}$ is negligible, and (9) becomes $\ell\,\partial w/\partial x=-\sqrt{2(w-1)}$. Since the derivative of $\sqrt{2(w-1)}$ with respect to $w$ is $1/\sqrt{2(w-1)}$, that root falls linearly with depth. Starting from its surface value $X/\ell$,

$$\sqrt{2(w-1)}=\frac{X-x}{\ell},\qquad w=1+\frac{(X-x)^2}{2\ell^2}. \tag{13}$$

The fraction of free sites, $e^{-w}$, therefore dies off as a Gaussian behind the front.

Q: Does this agree with the straight line of mobile water that you assumed earlier?

A: It now follows. By definition $c=(1/k)\,\partial w/\partial t$. Differentiate (13) at fixed $x$:

$$c=\frac{X-x}{k\ell^2}\frac{dX}{dt}.$$

From (11), $X\,dX/dt=\tfrac12\,d(x_f^2)/dt=Dc_0/N=k\ell^2c_0$. Substituting $dX/dt=k\ell^2c_0/X$ gives $c=c_0(1-x/X)$.

Q: So "sharp" means that the width is $3.45\,\ell$. In a slowly reacting film that could be a micrometre.

A: It could. Sharp can mean no more than narrow compared with the depth. Since $x_f=\ell\sqrt{2\tau}$,

$$\frac{\text{width}}{x_f}=\frac{3.45}{\sqrt{2kc_0t}} . \tag{14}$$

For $c_0\ll N$, the limit in which (14) was derived, the front is sharp when $kc_0t\gg1$, that is, when surface sites have had time to fill many times over. At fixed $k$, $c_0$ and $t$ this ratio does not contain $N$. A larger $N$ makes the edge narrower and the front shallower in the same proportion. For $c_0\gg N$ the true depth falls far below $x_f$, and $kc_0t\gg1$ is no longer enough: the time must also be long compared with $1/(kN)$.

Q: What if the sites let go again? Nothing is irreversible for ever.

A: Add a release rate $k_ds$. Suppose capture and release are both fast enough to balance locally. Then $kc(N-s)=k_ds$, so that

$$s=\frac{Nc}{c+k_d/k}.$$

The bound water is now a function of $c$ alone, and the balance $\partial[c+s(c)]/\partial t=D\,\partial^2c/\partial x^2$ has solutions that depend on $x/\sqrt t$ alone. Every width then grows as $\sqrt t$, and the profile never becomes sharper relative to its depth.

For $k_d/(kc_0)=2$ the surface sites are one third full. In the numerical solution with $c_0/N=0.01$, the distance between 90 % and 10 % of the surface filling grew by a factor $2.00$ when $kc_0t$ rose from $100$ to $400$. Without release it would have stayed very nearly constant. Irreversible therefore has a measurable meaning here. With $k_d$ far below $kc_0$, the surface sites stay nearly full. With $k_dt$ small as well, few trapped molecules have left their sites. Under these two conditions the depth law and the edge width found above remain good approximations. Well behind the front, however, the fraction of free sites levels off near $k_d/(kc)$ instead of following the Gaussian. The depth law can survive without the second condition.

Q: Now give me a film, with its thickness and its back.

A: Take a porous, moisture-absorbing silicon-oxide interlayer dielectric, $L=1000$ nm thick, on a substrate that passes no water. Its pores are assumed not to connect into open channels, because vapour in such channels would enter far faster than the diffusivity used below allows. It stands in humid room air for $24$ h, or $86\,400$ s. The sites are strained Si–O–Si bonds that water can open. As rough inputs I take $D=10^{-12}\ \mathrm{cm^2/s}$, $c_0=10^{19}\ \mathrm{cm^{-3}}$, $N=10^{21}\ \mathrm{cm^{-3}}$ and $k=10^{-21}\ \mathrm{cm^3/s}$. The front depth is

$$x_f=\sqrt{\frac{2(10^{-12})(10^{19})(86\,400)}{10^{21}}}\ \mathrm{cm}=4.157\times10^{-5}\ \mathrm{cm}=415.7\ \mathrm{nm},$$

or $0.4157$ µm. The trap-free diffusion length $\sqrt{Dt}$ would be $2939$ nm, so trapping holds the water back by a factor of about seven.

For the edge, $kN=1\ \mathrm{s^{-1}}$ and $\ell=\sqrt{10^{-12}/1}\ \mathrm{cm}=10$ nm. The 90–10 % width is $34.5$ nm, or $8.3\%$ of the depth. The scaled time is $\tau=10^{-21}\times10^{19}\times86\,400=864$, well above one.

Q: And the corrections?

A: The finite ratio $c_0/N=0.01$ alone lowers the depth to $415.0$ nm. The finite capture rate alone lowers it to $415.5$ nm. The numerical solution of the original equations contains both and gives $414.8$ nm, with an edge $34.6$ nm wide, which agrees with the formula within the grid error of about $0.1$ nm. At $6$ h it gives $207.0$ nm, half the depth at a quarter of the time. Its mobile profile at $24$ h, from the surface to $5\ell$ short of the filled depth, differs from the straight line by at most $6.4\times10^{-4}c_0$.

The trapped water amounts to $Nx_f=4.157\times10^{16}\ \mathrm{cm^{-2}}$, a mass of $1.24\ \mathrm{\mu g/cm^2}$.

Q: When does the back of the film spoil the law?

A: Set $x_f=L$:

$$t_b=\frac{NL^2}{2Dc_0}=\frac{10^{21}(10^{-4})^2}{2(10^{-12})(10^{19})}\ \mathrm{s}=5\times10^5\ \mathrm{s}=5.79\ \text{days}.$$

At $0.8\,t_b$ the numerical filled depth is $892.8$ nm, against $\sqrt{0.8}\times1000=894$ nm from the law. At $1.5\,t_b$ the law would claim $1224.7$ nm, while the film is full at $1000.0$ nm. "Thick" thus means thicker than the front depth at the time in question.

Q: Your inputs are round. What in a real film would move the answer most?

A: The diffusivity $D$, the surface concentration $c_0$ and the site density $N$. All three are assumed orders of magnitude here, and all can vary with porosity and deposition. Since $x_f\propto\sqrt{Dc_0/N}$, a hundredfold decrease in $D$ or $c_0$ makes the depth about ten times smaller, and a fourfold increase in $N$ halves it. Such large changes reach the limits of the model. With $c_0$ a hundred times smaller, $kc_0t=8.64$, and the edge, still $34.5$ nm wide, is nearly as wide as the filled depth of about $39$ nm. With $D$ a hundred times smaller, $\ell=1$ nm is no longer than the spacing of the sites. And $N$ cannot rise a hundredfold, because even dense silica has only about $4\times10^{22}$ Si–O–Si bridges per cubic centimetre. The coefficient $k$ is just as uncertain, but as long as $kc_0t\gg1$ it mainly sets the width of the edge and hardly changes the depth. The chosen $N$ corresponds to about $0.03$ g of water per cubic centimetre, a percent or two of the film's mass, which is plausible for an oxide that absorbs readily and far too much for a dense one. Real films also break the assumption of constant $D$, because the reaction alters the pore walls. If $D$ falls in proportion to filling, down to $30\%$ below its dry value, the numerical depth becomes $349.5$ nm, about $16\%$ less. The flux argument explains this: water reaches the front through the filled layer, so its diffusivity sets the depth, and $\sqrt{0.7}\times415.7=348$ nm. A sealing layer on top would break the condition of fixed $c_0$, and the law would then not apply as it stands.

Q: And a warmer film?

A: With an assumed diffusion barrier of $0.5$ eV, and with $c_0$ and $N$ held fixed, going from $298$ to $358$ K multiplies $\sqrt D$ by $5.10$. After $24$ h the formula would then exceed $1000$ nm, so under these assumptions the film would already be full. The fixed $c_0$ matters: at constant vapour pressure, weakly held water decreases on heating, which lowers $c_0$ and can cancel much of the gain from faster diffusion.

Heat also ends irreversibility. With an assumed release barrier of $1.2$ eV and attempt rate $10^{13}\ \mathrm{s^{-1}}$, the release rate at $298$ K is $5.2\times10^{-8}\ \mathrm{s^{-1}}$. That is $5.2\times10^{-6}$ of the surface filling rate $kc_0$, and including it changed the numerical filled depth at $24$ h by less than $0.1\%$. At $358$ K the same barrier gives $1.3\times10^{-4}\ \mathrm{s^{-1}}$, so $k_dt\approx11$ after $24$ h and trapped molecules do leave their sites. With $k$ held fixed, $k_d/(kc_0)=0.013$, and the warm film called full above has about $99\%$ of its sites filled. At $673$ K the barrier gives $1.0\times10^4\ \mathrm{s^{-1}}$, and the sites can no longer be called permanent traps.

Q: Can the air deliver the water fast enough to hold $c_0$ fixed?

A: Take $12$ Torr of vapour, a still-air layer $1$ cm thick and a vapour diffusivity of $0.25\ \mathrm{cm^2/s}$. The largest supply is the diffusivity times the vapour density divided by the thickness, $9.7\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$. The film at $24$ h asks for $Dc_0/x_f=2.4\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$. The air is no bottleneck.

Q: Last doubt. You treat discrete sites as a smooth density, and you picked $k$ freely.

A: The mean site spacing is $N^{-1/3}=1.00$ nm, a tenth of $\ell$, so a smooth density is reasonable across the edge. As for $k$, a site cannot capture faster than diffusion brings water to it. For a capture radius $a=0.3$ nm that limit is $4\pi Da=3.8\times10^{-19}\ \mathrm{cm^3/s}$. The chosen $k$ lies a factor of several hundred below it, so here the reaction at the site, and not the approach to it, sets the capture rate. The numerical output lists the values used here with their units.

## Calculated quantities

```
Diffusivity D: 1e-12 cm2/s
Surface mobile concentration c0: 1e+19 cm^-3
Site density N: 1e+21 cm^-3
Capture coefficient k: 1e-21 cm3/s
Film thickness: 1000 nm
Exposure time: 24 h
Ratio c0/N: 0.01
Capture length ell: 10 nm
Scaled time k c0 t: 864
Front depth, simple law: 415.7 nm
Front depth, simple law: 0.4157 um
Depth with finite capture rate only: 415.5 nm
Depth with finite c0/N only: 415.0 nm
Filled depth, simulation: 414.8 nm
Filled depth at 6 h, simulation: 207.0 nm
Trap-free diffusion length sqrt(D t): 2939 nm
Edge width 10-90 %, formula: 34.5 nm
Edge width 10-90 %, simulation 24 h: 34.6 nm
Edge width / front depth: 0.083
Half-filled point minus filled depth: -1.61 nm
Largest error of linear mobile profile: 6.4e-04 c0
Trapped water per area, simple law: 4.157e+16 cm^-2
Trapped mass per area: 1.244 ug/cm2
Breakthrough time: 5.79 days
Filled depth at 0.8 breakthrough: 892.8 nm
Filled depth at 1.5 breakthrough: 1000.0 nm
Simple law at 1.5 breakthrough: 1224.7 nm
Case c0=N: lambda: 0.6201
Case c0=N: simulated depth / simple law: 0.876
Strong release k_d/(k c0): 2
Strong release: width growth, 4x time: 1.999
Assumed release barrier: 1.2 eV
Assumed attempt rate: 1e+13 s^-1
Release rate at 298 K: 5.2e-08 s^-1
Release rate / filling rate k c0: 5.2e-06
Release rate times exposure: 4.5e-03
Release rate at 673 K: 1.0e+04 s^-1
Assumed slowing in filled layer: 30 %
Filled depth with this slowing: 349.5 nm
Assumed diffusion barrier: 0.5 eV
Depth factor 298 to 358 K, same c0: 5.10
Water vapour pressure: 12 Torr
Still-air layer: 1 cm
Vapour diffusivity in air: 0.25 cm2/s
Largest supply through air: 9.7e+16 cm^-2 s^-1
Demand of film at 24 h: 2.4e+11 cm^-2 s^-1
Assumed capture radius: 0.3 nm
Diffusion limit on k: 3.8e-19 cm3/s
Mean site spacing: 1.00 nm
```
